# Electron Temperature in a Uniform Field: Energy Balance with Fixed Parameters: verification in Python

```python
"""
Result under test: in a uniform steady electron gas with fixed mobility mu and
fixed energy relaxation time tau_w, the electron temperature obeys
    T_e - T_L = (2 q mu tau_w / 3 k) * (1 - tau_m / (2 tau_w)) * E^2,
where tau_m = m mu / q. The last bracket is the drift-energy correction; the
simple law sets it to 1. T_L: lattice temperature, E: field, m: effective mass,
q: elementary charge, k: Boltzmann constant. T_e is defined by the variance of
the velocity. The check is a Monte Carlo simulation of single electrons.
A second model, mobility = mu * T_L / T_e, shows where the quadratic law ends.
"""
import numpy as np
from scipy.constants import e as q, k, m_e
from scipy.integrate import solve_ivp

T_L = 300.0
mu = 500e-4            # m^2/(V s)
tau_w = 0.4e-12        # s
m = 0.3 * m_e
fields = np.array([5.0, 10.0, 20.0]) * 1e5   # V/m
meV = 1e-3 * q

tau_m = m * mu / q
w_L = 1.5 * k * T_L
coef = 2 * q * mu * tau_w / (3 * k)
drift_factor = 1 - tau_m / (2 * tau_w)
E_c = np.sqrt(T_L / coef)
T_simple = T_L + coef * fields**2
T_full = T_L + coef * drift_factor * fields**2


def simulate(E, rng, n=100000, burn=50, keep=60):
    """Free flights ended at a constant total rate. A collision either redraws
    the velocity from the lattice Maxwellian or only randomizes its direction.
    With a constant rate, states just before collisions sample the time average."""
    p_thermal = tau_m / tau_w
    v_th = np.sqrt(k * T_L / m)
    v = v_th * rng.standard_normal((n, 3))
    sum_vz = np.zeros(n)
    sum_v2 = np.zeros(n)
    sum_vz2 = 0.0
    sum_c2 = 0.0
    sum_c4 = 0.0
    for step in range(burn + keep):
        v[:, 2] += q * E / m * tau_m * rng.standard_exponential(n)
        v2 = np.einsum('ij,ij->i', v, v)
        if step >= burn:
            vz = v[:, 2]
            sum_vz += vz
            sum_v2 += v2
            sum_vz2 += np.mean(vz**2)
            u_now = vz.mean()
            c2 = v2 - 2 * u_now * vz + u_now**2
            sum_c2 += c2.mean()
            sum_c4 += np.mean(c2**2)
        g = rng.standard_normal((n, 3))
        g_len = np.sqrt(np.einsum('ij,ij->i', g, g))
        thermal = rng.random(n) < p_thermal
        scale = np.where(thermal, v_th, np.sqrt(v2) / g_len)
        v = g * scale[:, None]
    vz_i, v2_i = sum_vz / keep, sum_v2 / keep
    u, v2_mean, vz2 = vz_i.mean(), v2_i.mean(), sum_vz2 / keep
    T_e = m * (v2_mean - u**2) / (3 * k)
    T_err = np.std(m * (v2_i - 2 * u * vz_i) / (3 * k)) / np.sqrt(n)
    T_par = m * (vz2 - u**2) / k
    T_perp = m * (v2_mean - vz2) / (2 * k)
    shape = (sum_c4 / keep) / (sum_c2 / keep)**2
    return dict(u=u, w=0.5 * m * v2_mean, T=T_e, err=T_err,
                par=T_par, perp=T_perp, shape=shape)


rng = np.random.default_rng(12345)
mc = [simulate(E, rng) for E in fields]
for E, r, T in zip(fields, mc, T_full):
    # tolerances cover more than four standard errors of the sampling
    assert abs(r['u'] / (mu * E) - 1) < 0.01
    assert abs(r['w'] - w_L - q * mu * E**2 * tau_w) < 0.008 * r['w']
    assert abs(r['T'] - T) < 0.008 * T
# the simulation must resolve the drift-energy correction at the top field
assert T_simple[2] - mc[2]['T'] > 10 * mc[2]['err']
exponent = np.log((mc[2]['T'] - T_L) / (mc[1]['T'] - T_L)) / np.log(2)
assert abs(exponent - 2) < 0.04
anisotropy = m * (mu * fields[2])**2 / k
assert abs((mc[2]['par'] - mc[2]['perp']) / anisotropy - 1) < 0.05
assert mc[2]['shape'] > 5 / 3 + 0.1      # a Maxwellian has 5/3


def steady_falling_mobility(E):
    """Integrate the heating equation in time (unit tau_w), no drift energy."""
    def rate(t, T):
        return coef * E**2 * T_L / T - (T - T_L)
    sol = solve_ivp(rate, (0, 40), [T_L], method='LSODA', rtol=1e-9, atol=1e-9)
    return sol.y[0, -1]


T_fall = np.array([steady_falling_mobility(E) for E in fields])
closed = T_L * (1 + np.sqrt(1 + 4 * (fields / E_c)**2)) / 2
assert np.allclose(T_fall, closed, rtol=1e-6)
over = (T_simple - T_L) / (T_fall - T_L)
assert np.allclose(over, T_fall / T_L, rtol=1e-5)
low = [steady_falling_mobility(x * E_c) - T_L for x in (0.02, 0.04)]
high = [steady_falling_mobility(x * E_c) - T_L for x in (100, 200)]
slope_low = np.log(low[1] / low[0]) / np.log(2)
slope_high = np.log(high[1] / high[0]) / np.log(2)
assert abs(slope_low - 2) < 0.01 and abs(slope_high - 1) < 0.01
v_high = mu * 200 * E_c * T_L / (high[1] + T_L)
assert abs(v_high / (mu * E_c) - 1) < 0.01

print(f"lattice temperature: {T_L:.0f} K")
print(f"mobility: {mu*1e4:.0f} cm^2/(V s)")
print(f"energy relaxation time: {tau_w*1e12:.2f} ps")
print(f"effective mass: {m/m_e:.2f} free-electron masses")
print(f"momentum relaxation time: {tau_m*1e12:.4f} ps")
print(f"lattice thermal energy 3kT_L/2: {w_L/meV:.2f} meV")
print(f"simple coefficient: {coef*1e10:.4f} K/(kV/cm)^2")
print(f"drift-energy factor: {drift_factor:.4f}")
print(f"full coefficient: {coef*drift_factor*1e10:.4f} K/(kV/cm)^2")
print(f"field E_c (simple law): {E_c/1e5:.2f} kV/cm")
E1 = fields[1]
print("At 10 kV/cm:")
print(f" heating power per electron: {q*mu*E1**2/meV*1e-12:.2f} meV/ps")
print(f" excess energy: {q*mu*E1**2*tau_w/meV:.2f} meV")
print(f" drift energy: {0.5*m*(mu*E1)**2/meV:.2f} meV")
print(f" simulated excess energy: {(mc[1]['w']-w_L)/meV:.2f} meV")
for i, E in enumerate(fields):
    r = mc[i]
    print(f"Field {E/1e5:.0f} kV/cm:")
    print(f" drift speed mu*E: {mu*E*1e2:.3e} cm/s")
    print(f" simulated drift speed: {r['u']*1e2:.3e} cm/s")
    print(f" T_e simple law: {T_simple[i]:.1f} K")
    print(f" T_e with drift energy: {T_full[i]:.1f} K")
    print(f" T_e simulated: {r['T']:.1f} +/- {r['err']:.1f} K")
    print(f" T_e falling mobility: {T_fall[i]:.1f} K")
    print(f" simple rise / falling-mobility rise: {over[i]:.3f}")
print(f"simulated exponent of rise, 10 to 20 kV/cm: {exponent:.3f}")
print(f"20 kV/cm simulated T parallel: {mc[2]['par']:.0f} K")
print(f"20 kV/cm simulated T perpendicular: {mc[2]['perp']:.0f} K")
print(f"20 kV/cm predicted difference m u^2/k: {anisotropy:.0f} K")
print(f"20 kV/cm <c^4>/<c^2>^2 (Maxwellian {5/3:.3f}): {mc[2]['shape']:.3f}")
print(f"falling mobility, exponent 0.02-0.04 E_c: {slope_low:.3f}")
print(f"falling mobility, exponent 100-200 E_c: {slope_high:.3f}")
print(f"saturation speed mu*E_c: {mu*E_c*1e2:.3e} cm/s")
print(f"falling-mobility speed at 200 E_c: {v_high*1e2:.3e} cm/s")
print("OK")
```

Running it gives:

```
lattice temperature: 300 K
mobility: 500 cm^2/(V s)
energy relaxation time: 0.40 ps
effective mass: 0.30 free-electron masses
momentum relaxation time: 0.0853 ps
lattice thermal energy 3kT_L/2: 38.78 meV
simple coefficient: 1.5473 K/(kV/cm)^2
drift-energy factor: 0.8934
full coefficient: 1.3823 K/(kV/cm)^2
field E_c (simple law): 13.92 kV/cm
At 10 kV/cm:
 heating power per electron: 50.00 meV/ps
 excess energy: 20.00 meV
 drift energy: 2.13 meV
 simulated excess energy: 20.12 meV
Field 5 kV/cm:
 drift speed mu*E: 2.500e+06 cm/s
 simulated drift speed: 2.508e+06 cm/s
 T_e simple law: 338.7 K
 T_e with drift energy: 334.6 K
 T_e simulated: 335.0 +/- 0.3 K
 T_e falling mobility: 334.7 K
 simple rise / falling-mobility rise: 1.116
Field 10 kV/cm:
 drift speed mu*E: 5.000e+06 cm/s
 simulated drift speed: 5.000e+06 cm/s
 T_e simple law: 454.7 K
 T_e with drift energy: 438.2 K
 T_e simulated: 439.1 +/- 0.5 K
 T_e falling mobility: 412.5 K
 simple rise / falling-mobility rise: 1.375
Field 20 kV/cm:
 drift speed mu*E: 1.000e+07 cm/s
 simulated drift speed: 1.001e+07 cm/s
 T_e simple law: 918.9 K
 T_e with drift energy: 852.9 K
 T_e simulated: 852.5 +/- 1.3 K
 T_e falling mobility: 606.3 K
 simple rise / falling-mobility rise: 2.021
simulated exponent of rise, 10 to 20 kV/cm: 1.989
20 kV/cm simulated T parallel: 984 K
20 kV/cm simulated T perpendicular: 787 K
20 kV/cm predicted difference m u^2/k: 198 K
20 kV/cm <c^4>/<c^2>^2 (Maxwellian 1.667): 2.791
falling mobility, exponent 0.02-0.04 E_c: 1.998
falling mobility, exponent 100-200 E_c: 1.004
saturation speed mu*E_c: 6.962e+06 cm/s
falling-mobility speed at 200 E_c: 6.945e+06 cm/s
OK
```
